\section*{Oxygen chemical potential at low pressure from a tabulated value}

\section*{Problem}

Whether a solid gains or loses oxygen in contact with a gas depends on the chemical potential of oxygen, $\mu_{\mathrm O}$, which is the free energy needed to add one oxygen atom. If a table for gaseous O$_2$ lists it against temperature at a single pressure, values at other pressures have to be derived.

Let $E_{\mathrm{O_2}}$ be the energy of an isolated O$_2$ molecule at 0 K, including its zero-point vibration but no rotational energy. Define
\begin{equation}
\Delta\mu_{\mathrm O}(T,p)=\mu_{\mathrm O}(T,p)-\tfrac12 E_{\mathrm{O_2}},
\label{eq:def}
\end{equation}
where $p$ is the partial pressure of O$_2$. A table gives $\Delta\mu_{\mathrm O}=-1.10$ eV at $T=1000$ K and $p_0=1$ atm.

\begin{enumerate}
\item[(a)] Derive the dependence of $\Delta\mu_{\mathrm O}$ on pressure at fixed temperature, for an ideal gas.
\item[(b)] Calculate $\Delta\mu_{\mathrm O}$ at 1000 K and $10^{-10}$ atm. How does the rounding of the table entry affect the answer?
\item[(c)] Derive the pressure law again from the partition function of the gas, and use it to account for the table entry itself. Take a bond length of 1.2136 \AA\ and a vibrational quantum of 0.1996 eV.
\item[(d)] Is the change in $\Delta\mu_{\mathrm O}$ due to energy or to entropy? Under what conditions does the calculation fail?
\item[(e)] What does the change mean for the stability of an oxide?
\end{enumerate}

The molecular data in (c) come from an unrestricted Kohn--Sham calculation for triplet O$_2$ with the PBE functional and the def2-SVP basis. Total energies at five distances between 1.15 and 1.27 \AA\ were joined by a quartic polynomial, whose minimum gives the bond length and whose curvature there gives the harmonic frequency. These values are not converged with respect to the basis: def2-QZVP gives about 1.218 \AA\ and 0.193 eV, shifts of 0.005 \AA\ and 0.007 eV. The chemical potential found in (c) moves by less than 0.001 eV as a result.

Atomic units are used in the algebra, so $\hbar=1$. Boltzmann's constant $k_B$ is kept because temperatures are in kelvin.

\section*{Solution}

\subsection*{(a) The pressure law}

The table refers to one atom, but the gas consists of molecules. Suppose that $d\xi$ molecules leave the gas and their atoms enter a solid. Then $dN_{\mathrm{O_2}}=-d\xi$ and $dN_{\mathrm O}=2\,d\xi$. At fixed temperature and pressure the Gibbs energy changes by
\begin{equation}
dG=\mu_{\mathrm{O_2}}\,dN_{\mathrm{O_2}}+\mu_{\mathrm O}\,dN_{\mathrm O}
=(2\mu_{\mathrm O}-\mu_{\mathrm{O_2}})\,d\xi .
\end{equation}
In equilibrium $G$ is stationary, so the bracket vanishes:
\begin{equation}
\mu_{\mathrm O}=\tfrac12\,\mu_{\mathrm{O_2}} .
\label{eq:half}
\end{equation}

Next consider pure O$_2$ gas with $N$ molecules in volume $V$. Its Gibbs energy is $G=N\mu_{\mathrm{O_2}}$, hence $dG=N\,d\mu_{\mathrm{O_2}}+\mu_{\mathrm{O_2}}\,dN$. The general differential is $dG=-S\,dT+V\,dp+\mu_{\mathrm{O_2}}\,dN$. Equating the two gives
\begin{equation}
N\,d\mu_{\mathrm{O_2}}=-S\,dT+V\,dp .
\end{equation}
At fixed temperature the entropy term drops out. Dividing by $N$ and using $pV=Nk_BT$,
\begin{equation}
d\mu_{\mathrm{O_2}}=\frac{V}{N}\,dp=\frac{k_BT}{p}\,dp .
\end{equation}
Integration from $p_0$ to $p$ yields
\begin{equation}
\mu_{\mathrm{O_2}}(T,p)-\mu_{\mathrm{O_2}}(T,p_0)
=k_BT\int_{p_0}^{p}\frac{dp'}{p'}=k_BT\ln\frac{p}{p_0}.
\end{equation}
By Eq.~\eqref{eq:half} an atom receives half of this. The constant $\tfrac12E_{\mathrm{O_2}}$ in Eq.~\eqref{eq:def} is the same at both pressures and cancels in the difference, so
\begin{equation}
\Delta\mu_{\mathrm O}(T,p)=\Delta\mu_{\mathrm O}(T,p_0)+\tfrac12 k_BT\ln\frac{p}{p_0}.
\label{eq:law}
\end{equation}
For $p<p_0$ the logarithm is negative and the chemical potential falls: a dilute gas gives up oxygen less readily. For $p=p_0$ the table entry is recovered.

\subsection*{(b) The value at $10^{-10}$ atm}

The thermal energy is
\begin{equation}
k_BT=(8.617333\times10^{-5}\ \mathrm{eV/K})(1000\ \mathrm K)=0.086173\ \mathrm{eV},
\end{equation}
and the logarithm of the pressure ratio is $\ln 10^{-10}=-10\ln10=-23.02585$. The shift per atom is therefore
\begin{equation}
\tfrac12(0.086173\ \mathrm{eV})(-23.02585)=-0.9921\ \mathrm{eV}.
\end{equation}
Adding it to the table entry,
\begin{equation}
\Delta\mu_{\mathrm O}=-1.10\ \mathrm{eV}-0.992\ \mathrm{eV}\approx-2.09\ \mathrm{eV},
\label{eq:result}
\end{equation}
or about $-0.0769$ hartree.

An entry of $-1.10$ eV rounded to two decimals may stand for any value within 0.005 eV of it. The answer inherits this uncertainty and lies between $-2.097$ and $-2.087$ eV. The shift is known much better than the starting value, so more digits in the shift would not improve the result.

It is useful to know the shift for one factor of ten in pressure, $\tfrac12k_BT\ln10=0.0992$ eV at 1000 K. Ten decades give 0.992 eV. The rounding uncertainty of 0.005 eV corresponds to $0.005/0.0992\approx0.05$ decades, or about 12\% in pressure.

This number also helps to recognize errors. Without the factor $\tfrac12$ one would find $-3.08$ eV, the value that belongs to twenty decades instead of ten. With a decimal logarithm in place of the natural one the result would be $-1.53$ eV, a shift of only 4.3 decades.

\subsection*{(c) The partition function and the table entry}

Let $q$ be the partition function of one molecule, with energies counted from $E_{\mathrm{O_2}}$. For $N$ identical, non-interacting molecules at low density the free energy is
\begin{equation}
F(N)=-k_BT\ln\frac{q^N}{N!}.
\end{equation}
Adding one molecule at fixed $T$ and $V$ costs
\begin{align}
F(N+1)-F(N)&=-k_BT\left[\ln q-\ln\frac{(N+1)!}{N!}\right]\nonumber\\
&=-k_BT\ln\frac{q}{N+1}\simeq-k_BT\ln\frac qN ,
\end{align}
since $N$ is large. This is $\mu_{\mathrm{O_2}}-E_{\mathrm{O_2}}$, and half of it is $\Delta\mu_{\mathrm O}$.

The partition function is a product of translational and internal factors. For a molecule of mass $m$ in a one-dimensional box of length $L$ the levels are $\pi^2n^2/(2mL^2)$ with $n=1,2,\dots$. They lie so close together that the sum may be replaced by an integral:
\begin{align}
\sum_{n}e^{-\pi^2n^2/(2mL^2k_BT)}
&\simeq\int_0^\infty e^{-\pi^2n^2/(2mL^2k_BT)}\,dn\nonumber\\
&=\frac12\sqrt{\frac{2mL^2k_BT}{\pi}}=\frac L\lambda,
\qquad \lambda=\sqrt{\frac{2\pi}{mk_BT}} .
\end{align}
Three dimensions give $V/\lambda^3$. With $V/N=k_BT/p$,
\begin{equation}
\Delta\mu_{\mathrm O}(T,p)=-\tfrac12k_BT\ln\left[\frac{k_BT}{p\lambda^3}\,
q_{\mathrm{rot}}\,q_{\mathrm{vib}}\,q_{\mathrm{el}}\right].
\label{eq:micro}
\end{equation}
Pressure appears in the first factor alone. Subtracting Eq.~\eqref{eq:micro} at $p_0$ from the same equation at $p$ cancels all the others and leaves $-\tfrac12k_BT\ln(p_0/p)$, which is the shift in Eq.~\eqref{eq:law}.

The same argument covers a mixture of ideal gases. There the free energy is a sum of such terms, one for each species, and $N/V$ for O$_2$ is set by its own partial pressure. This is why $p$ is the partial pressure of O$_2$ and not the total pressure.

\paragraph{Rotation.} A rigid molecule with reduced mass $M$ and bond length $r$ has levels $BJ(J+1)$ with degeneracy $2J+1$, where $B=1/(2Mr^2)$. For the given bond length $B=1.774\times10^{-4}$ eV. In $^{16}$O$_2$ the two nuclei are identical bosons without spin, and the symmetry of the electronic ground state then allows only odd $J$. Because $B\ll k_BT$, the sum over odd $J$ is close to half the integral over all $J$. With $u=J(J+1)$ and $du=(2J+1)\,dJ$,
\begin{equation}
q_{\mathrm{rot}}\simeq\frac12\int_0^\infty e^{-Bu/k_BT}\,du=\frac{k_BT}{2B}=242.9 .
\end{equation}
Direct summation over the odd levels gives 243.1, a difference of less than 0.1\%.

\paragraph{Vibration.} The zero-point energy is already part of $E_{\mathrm{O_2}}$, so the harmonic levels are counted as $n\omega$ with $n=0,1,2,\dots$. The geometric series gives
\begin{equation}
q_{\mathrm{vib}}=\sum_{n=0}^\infty e^{-n\omega/k_BT}
=\frac1{1-e^{-\omega/k_BT}}=\frac{1}{1-e^{-0.1996/0.086173}}=1.109 .
\end{equation}

\paragraph{Electrons.} The ground state is a spin triplet. Neglecting its small spin splittings and the excited electronic states, $q_{\mathrm{el}}=3$.

\paragraph{Translation.} The thermal wavelength of O$_2$ at 1000 K is $\lambda=0.0976$ \AA, and $k_BT/(p_0\lambda^3)=1.466\times10^8$ at 1 atm.

The logarithm in Eq.~\eqref{eq:micro} is the sum of the four contributions:
\begin{align}
\ln(1.466\times10^8)+\ln 242.9+\ln1.109+\ln3
&=18.803+5.493+0.104+1.099\nonumber\\
&=25.50 .
\end{align}
Multiplication by $-\tfrac12k_BT=-0.04309$ eV gives
\begin{equation}
\Delta\mu_{\mathrm O}(1000\ \mathrm K,1\ \mathrm{atm})=-1.099\ \mathrm{eV},
\end{equation}
which rounds to the table entry. Translation supplies 0.81 eV of the lowering, rotation 0.24 eV, the spin degeneracy 0.05 eV, and vibration less than 0.01 eV.

At $10^{-10}$ atm the first logarithm grows by 23.026 and the sum becomes 48.52. The chemical potential is then $-2.091$ eV. It differs from the unrounded sum in part (b), $-2.092$ eV, by the same 0.001 eV as the two starting values, because the shift is common to both.

The result is insensitive to errors in the molecular calculation. Since $q_{\mathrm{rot}}\propto r^2$, an error of 1\% in the bond length changes $\ln q_{\mathrm{rot}}$ by 0.02 and $\Delta\mu_{\mathrm O}$ by about 0.001 eV. The binding energy of O$_2$, which is much harder to calculate well, does not enter at all: the zero of energy is the molecule, not two free atoms.

\subsection*{(d) Entropy and the limits of the calculation}

At fixed pressure the entropy per oxygen atom is $s=-(\partial\mu_{\mathrm O}/\partial T)_p$. Applied to Eq.~\eqref{eq:law} at the two pressures, this gives
\begin{equation}
s(T,p)-s(T,p_0)=-\tfrac12k_B\ln\frac p{p_0}.
\end{equation}
Write $\mu_{\mathrm O}=h-Ts$, with $h$ the enthalpy per atom. The change in $-Ts$ is $+\tfrac12k_BT\ln(p/p_0)$, which is already the whole shift. The enthalpy therefore does not change, and the 0.992 eV is entirely an entropy effect.

The origin is the room available to each molecule. At 1 atm the volume per molecule is $1.466\times10^8\,\lambda^3\approx1.4\times10^5$ \AA$^3$, a cube with an edge of about 50 \AA. At $10^{-10}$ atm the volume is $10^{10}$ times larger. A molecule taken from the dilute gas gives up more freedom of position, and this must be paid for in free energy.

The calculation rests on the following conditions.

\paragraph{Equal temperatures.} Equation~\eqref{eq:law} connects two pressures at one temperature. For another temperature one needs the table entry at that temperature, since the internal factors and $\lambda$ in Eq.~\eqref{eq:micro} also depend on $T$. Changing $T$ in the logarithmic term alone is not enough.

\paragraph{Ideal gas.} To leading order in density the volume per molecule is $k_BT/p+B_2$, where $B_2$ is the second virial coefficient. Integrating the extra term from zero pressure adds $B_2p$ to $\mu_{\mathrm{O_2}}$ and $\tfrac12B_2p$ to $\mu_{\mathrm O}$. For hard spheres of diameter $d$, $B_2=2\pi d^3/3$. A chosen diameter of 3.5 \AA\ gives $B_2\approx90$ \AA$^3$ and a correction of $3\times10^{-5}$ eV at 1 atm. This estimate contains repulsion but no attraction, so it indicates a size and not a precise value. It is far below the rounding of the table, and at $10^{-10}$ atm it is smaller still. The correction grows in proportion to $p$ and would have to be considered at some hundreds of atmospheres.

\paragraph{Reference pressure.} If the entry referred to 1 bar instead of 1 atm, the answer would be higher by $\tfrac12k_BT\ln(1\ \mathrm{atm}/1\ \mathrm{bar})=0.0006$ eV. This does not matter here.

\paragraph{Equilibrium.} Equation~\eqref{eq:half} assumes that the solid and the gas exchange oxygen. If the exchange is slow compared with the duration of an experiment, the gas still has the chemical potential calculated above, but the solid need not share it.

The limit $p\to0$ also deserves a comment. The chemical potential then tends to minus infinity, but only logarithmically: at 1000 K each further 0.0992 eV requires another factor of ten in the partial pressure of O$_2$. Lowering $\Delta\mu_{\mathrm O}$ by pumping alone thus soon becomes impractical. At very low pressure the gas also dissociates into atoms. With the measured dissociation energy of about 5.1 eV, atoms make up only some $10^{-5}$ of the gas at 1000 K and $10^{-10}$ atm, but they become as abundant as molecules near $10^{-20}$ atm. Equation~\eqref{eq:law} still holds there for the partial pressure of O$_2$, which can then no longer be identified with the total pressure.

\subsection*{(e) Meaning for an oxide}

Consider an oxide M$_x$O$_y$ that could decompose into the metal M and oxygen gas. Let $g_{\mathrm{ox}}$ be the Gibbs energy per formula unit of the oxide and $g_{\mathrm M}$ that of the metal per atom. The oxide is stable against this decomposition if
\begin{equation}
g_{\mathrm{ox}}<x\,g_{\mathrm M}+y\,\mu_{\mathrm O}.
\end{equation}
Inserting $\mu_{\mathrm O}=\tfrac12E_{\mathrm{O_2}}+\Delta\mu_{\mathrm O}$ and solving for $\Delta\mu_{\mathrm O}$,
\begin{equation}
\Delta\mu_{\mathrm O}>\Delta\mu^*,\qquad
\Delta\mu^*=\frac1y\left(g_{\mathrm{ox}}-x\,g_{\mathrm M}-\frac y2E_{\mathrm{O_2}}\right).
\end{equation}
Suppose that the metal remains solid or liquid. The threshold $\Delta\mu^*$ then belongs to the material and the temperature. Its dependence on pressure can be neglected here, because a condensed phase has a small volume: even 90 \AA$^3$ at 1 atm contributes less than $10^{-4}$ eV. A volatile metal such as zinc is different. If its vapour is pumped away, $g_{\mathrm M}$ falls and the threshold rises, so the oxide can decompose at a higher $\Delta\mu_{\mathrm O}$. The comparison below leaves this case out.

At 1000 K, an oxide with $\Delta\mu^*$ above $-1.10$ eV is unstable at both pressures, and one with $\Delta\mu^*$ below $-2.09$ eV is stable at both. Stability here means stability against decomposition into metal and gas; the loss of oxygen to form an oxide poorer in oxygen has a threshold of its own, which may be reached at a higher chemical potential. An oxide whose threshold lies between these values is stable at 1 atm and tends to decompose at $10^{-10}$ atm. Setting $\Delta\mu_{\mathrm O}=\Delta\mu^*$ in Eq.~\eqref{eq:law} and solving for the pressure gives the point of change,
\begin{equation}
p^*=p_0\exp\left[\frac{2\left(\Delta\mu^*-\Delta\mu_{\mathrm O}(T,p_0)\right)}{k_BT}\right].
\end{equation}
For a threshold halfway between the two chemical potentials, the exponent is half of $\ln10^{-10}$, so $p^*=10^{-5}$ atm.

The exponential makes $p^*$ sensitive to errors in $\Delta\mu^*$. At 1000 K an error of 0.1 eV per oxygen atom moves the predicted pressure by about a factor of ten. When $\Delta\mu^*$ is calculated from first principles, it contains the total energy of O$_2$ and the errors of the chosen functional. The conversion between pressures is then the more reliable part of the prediction, and the energy of the oxide relative to metal and gas is the part that needs care.
